# The Lyddane-Sachs-Teller relation, reststrahlen band and phonon polaritons of NaCl: a program that tests the result

```python
"""
Result under test: the Lyddane-Sachs-Teller relation
    (w_L / w_T)^2 = eps0 / eps_inf
for a cubic diatomic crystal, with its reststrahlen band and polaritons.
w_T, w_L : transverse (unretarded) and longitudinal optical frequencies
eps0     : static dielectric constant; eps_inf : the same with ions clamped
Z        : Born effective charge; mu : reduced mass; V : volume per ion pair
gamma    : damping rate; k : wavevector; R : normal-incidence reflectance
Hartree atomic units (D = E + 4 pi P, time factor exp(-i w t)) are used,
except that names ending in _cm hold wavenumbers in 1/cm.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import erfc
from pyscf.data import elements

pi = np.pi
hartree_cm = const.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
bohr = const.physical_constants["Bohr radius"][0]
amu = const.atomic_mass / const.electron_mass
c_light = 1 / const.fine_structure

# Rough two-figure inputs for NaCl, and a freely chosen damping ratio.
wT_cm, eps0, eps_inf, a_angstrom = 160.0, 5.9, 2.3, 5.6
damping_ratio = 0.05
mass_na_u = elements.MASSES[elements.charge("Na")]
mass_cl_u = elements.MASSES[elements.charge("Cl")]

masses = np.array([mass_na_u, mass_cl_u]) * amu
mu = masses.prod() / masses.sum()
a = a_angstrom * const.angstrom / bohr
V = a**3 / 4
wT = wT_cm / hartree_cm
wL_cm = wT_cm * np.sqrt(eps0 / eps_inf)
Z = np.sqrt((eps0 - eps_inf) * mu * V * wT**2 / (4 * pi))


def epsilon(w_cm, ratio=0.0):
    """Dielectric function; ratio is gamma / w_T."""
    x = w_cm / wT_cm
    return eps_inf + (eps0 - eps_inf) / (1 - x**2 - 1j * ratio * x)


def fresnel(eps):
    n = np.sqrt(eps + 0j)
    return abs((n - 1) / (n + 1))**2


def branches(k_cm):
    """Closed-form polariton wavenumbers; k_cm is k / (2 pi)."""
    s = wL_cm**2 + k_cm**2 / eps_inf
    p = k_cm**2 * wT_cm**2 / eps_inf
    upper2 = (s + np.sqrt(s**2 - 4 * p)) / 2
    return np.sqrt(p / upper2), np.sqrt(upper2)


# ---- Test 1: polarizable-ion rocksalt lattice with Ewald dipole sums ----
def dipole_sum(q, d, a_lat):
    """Field tensor at one site from a sublattice of dipoles offset by d."""
    vol = a_lat**3 / 4
    eta = np.sqrt(pi) / vol**(1 / 3)
    prim = a_lat / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
    recip = 2 * pi * np.linalg.inv(prim).T
    idx = np.array(list(itertools.product(range(-5, 6), repeat=3)))
    r = idx @ prim + d
    dist = np.linalg.norm(r, axis=1)
    r, dist = r[dist > 1e-8], dist[dist > 1e-8]
    gauss = 2 * eta / np.sqrt(pi) * np.exp(-(eta * dist)**2)
    f1 = -erfc(eta * dist) / dist**2 - gauss / dist
    f2 = (2 * erfc(eta * dist) / dist**3
          + gauss * (2 / dist**2 + 2 * eta**2))
    phase = np.exp(-1j * r @ q)
    tensor = np.einsum("n,na,nb->ab",
                       phase * (f2 - f1 / dist) / dist**2, r, r)
    tensor = tensor + np.eye(3) * np.sum(phase * f1 / dist)
    g = idx @ recip
    kk = g + q
    k2 = np.sum(kk**2, axis=1)
    weight = -4 * pi / vol * np.exp(-k2 / (4 * eta**2)) / k2
    tensor = tensor + np.einsum("n,na,nb->ab",
                                weight * np.exp(1j * g @ d), kk, kk)
    if np.linalg.norm(d) < 1e-8:
        tensor = tensor + np.eye(3) * 4 * eta**3 / (3 * np.sqrt(pi))
    return tensor.real


ion_charge, spring = 1.0, 0.04
polarizability = np.array([1.0, 20.0])
q_small = np.array([0, 0, 1e-4 * 2 * pi / a])
same = dipole_sum(q_small, np.zeros(3), a)
other = dipole_sum(q_small, np.array([a / 2, 0, 0]), a)
S_trans = np.array([[same[0, 0], other[0, 0]], [other[0, 0], same[0, 0]]])
S_long = np.array([[same[2, 2], other[2, 2]], [other[2, 2], same[2, 2]]])
assert np.allclose((S_long - S_trans) * V, -4 * pi, rtol=1e-5)
assert np.allclose(S_trans * V, 4 * pi / 3, rtol=1e-5)

charges = np.diag([ion_charge, -ion_charge])
alpha = np.diag(polarizability)
ones = np.ones(2)


def lattice_matrices(S):
    """Local-field matrix and force-constant matrix of the two ions."""
    local = np.linalg.inv(np.eye(2) - S @ alpha)
    bond = spring * np.array([[1, -1], [-1, 1]])
    return local, bond - charges @ local @ S @ charges


def optical_frequency(S):
    force = lattice_matrices(S)[1]
    dyn = force / np.sqrt(np.outer(masses, masses))
    return np.sqrt(np.linalg.eigvalsh((dyn + dyn.T) / 2)[-1])


lat_wT = optical_frequency(S_trans)
lat_wL = optical_frequency(S_long)
local, force = lattice_matrices(S_trans)
# Unit relative displacement with the centre of mass at rest.
rel = np.array([masses[1], -masses[0]]) / masses.sum()
Z_force = rel @ charges @ local @ ones
Z_polar = ones @ (charges @ rel + alpha @ local @ S_trans @ charges @ rel)
lat_inf = 1 + 4 * pi / V * (ones @ alpha @ local @ ones)
u_static = Z_force / (rel @ force @ rel)
lat_0 = lat_inf + 4 * pi / V * Z_polar * u_static
lat_freq_ratio = (lat_wL / lat_wT)**2
lat_eps_ratio = lat_0 / lat_inf
assert abs(Z_force / Z_polar - 1) < 1e-8
# Finite q leaves relative errors of order (q a)^2, below 1e-5.
assert abs(lat_freq_ratio / lat_eps_ratio - 1) < 1e-5


# ---- Test 2: polaritons from coupled Maxwell and ion dynamics ----
def polariton_eigen(k_cm):
    """Fields D, B, ionic field U = 4 pi Z u / V, and W = U' / w_T."""
    ck = c_light * k_cm * 100 * 2 * pi * bohr
    coupling = 4 * pi * Z**2 / (mu * V * wT)
    m = np.zeros((4, 4), complex)
    m[0, 1] = -1j * ck
    m[1, 0], m[1, 2] = -1j * ck / eps_inf, 1j * ck / eps_inf
    m[2, 3] = wT
    m[3, 0] = coupling / eps_inf
    m[3, 2] = -wT - coupling / eps_inf
    w = 1j * np.linalg.eigvals(m)
    assert np.max(abs(w.imag)) < 1e-8 * np.max(abs(w))
    return np.sort(w.real)[2:] * hartree_cm


for k_cm in np.geomspace(2, 20000, 60):
    low, high = polariton_eigen(k_cm)
    assert np.allclose([low, high], branches(k_cm), rtol=1e-6)
    assert low < wT_cm and high > wL_cm
low, high = polariton_eigen(1.0)
assert abs(low * np.sqrt(eps0) - 1) < 1e-4
assert abs(high / wL_cm - 1) < 1e-4
low, high = polariton_eigen(50000.0)
assert abs(low / wT_cm - 1) < 1e-4
assert abs(high * np.sqrt(eps_inf) / 50000 - 1) < 1e-3


# ---- Test 3: damped response from time integration of the driven ion ----
def driven_epsilon(w_cm):
    x = w_cm / wT_cm
    start = 700.0
    times = start + np.arange(64) * 2 * pi / x / 64
    sol = solve_ivp(
        lambda t, y: [y[1], -y[0] - damping_ratio * y[1] + np.cos(x * t)],
        (0, times[-1]), [0, 0], method="DOP853", t_eval=times,
        rtol=1e-9, atol=1e-10)
    amplitude = 2 * np.mean(sol.y[0] * np.exp(1j * x * times))
    return eps_inf + 4 * pi * Z**2 / (mu * V * wT**2) * amplitude


for w_cm in (144.0, 200.0):
    assert abs(driven_epsilon(w_cm) - epsilon(w_cm, damping_ratio)) < 1e-4


# ---- Test 4: reflectance from the wave equation in a slab ----
def slab_reflectance(eps, thickness):
    """Vacuum on both sides; thickness in units of c / w."""
    sol = solve_ivp(lambda s, y: np.array([-y[1], eps * y[0]]),
                    (0, thickness), np.array([1, 1j], complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    field, slope = sol.y[:, -1]
    return abs((field + 1j * slope) / (field - 1j * slope))**2


for w_cm in (144.0, 200.0, 300.0):
    eps = epsilon(w_cm, damping_ratio)
    thick = 12 / np.sqrt(eps).imag
    assert abs(slab_reflectance(eps, thick) - fresnel(eps)) < 1e-6
for w_cm in np.linspace(wT_cm + 5, wL_cm - 5, 6):
    eps = epsilon(w_cm).real
    assert eps < 0
    assert abs(slab_reflectance(eps, 12 / np.sqrt(-eps)) - 1) < 1e-6
w_zero_cm = wT_cm * np.sqrt((eps0 - 1) / (eps_inf - 1))
assert slab_reflectance(epsilon(w_zero_cm).real, 7.3) < 1e-10
assert fresnel(epsilon(wT_cm - 20)) < 0.99
assert fresnel(epsilon(wL_cm + 20)) < 0.99

# ---- Worked numbers ----
wL_min = (wT_cm - 5) * np.sqrt((eps0 - 0.05) / (eps_inf + 0.05))
wL_max = (wT_cm + 5) * np.sqrt((eps0 + 0.05) / (eps_inf - 0.05))
mid_cm = 200.0
eps_mid = epsilon(mid_cm).real
depth_um = 1e4 / (2 * pi * mid_cm * np.sqrt(-eps_mid))
scan = np.linspace(100, 400, 3001)
R_scan = fresnel(epsilon(scan, damping_ratio))
peak, dip = np.argmax(R_scan), np.argmin(R_scan)

print("NaCl, rough two-figure inputs")
print(f"w_T = {wT_cm:.0f} cm^-1")
print(f"eps0 = {eps0:.1f}, eps_inf = {eps_inf:.1f} (no unit)")
print(f"lattice constant = {a_angstrom:.1f} angstrom")
print(f"masses Na, Cl = {mass_na_u:.2f}, {mass_cl_u:.2f} u")
print("NaCl, derived")
print(f"reduced mass = {mu:.0f} electron masses")
print(f"volume per ion pair = {V:.1f} bohr^3")
print(f"w_T = {wT:.4e} hartree")
print(f"Born effective charge Z = {Z:.2f} e")
print(f"eps0/eps_inf = {eps0 / eps_inf:.3f} (no unit)")
print(f"w_L/w_T = {wL_cm / wT_cm:.3f} (no unit)")
print(f"w_L = {wL_cm:.1f} cm^-1")
print(f"w_L range from input rounding = {wL_min:.0f} to {wL_max:.0f} cm^-1")
print(f"band width w_L - w_T = {wL_cm - wT_cm:.1f} cm^-1")
print(f"band edges = {1e4 / wL_cm:.1f} to {1e4 / wT_cm:.1f} micrometre")
print(f"eps at {mid_cm:.0f} cm^-1, undamped = {eps_mid:.2f} (no unit)")
print(f"field 1/e depth at {mid_cm:.0f} cm^-1 = {depth_um:.2f} micrometre")
print(f"undamped R = 0 at {w_zero_cm:.1f} cm^-1")
print(f"Reflectance, chosen gamma/w_T = {damping_ratio:.2f}")
print("w (cm^-1)   R undamped   R damped")
for w_cm in (100.0, 140.0, 180.0, 200.0, 240.0, 280.0, 320.0, 400.0):
    print(f"{w_cm:7.0f}   {fresnel(epsilon(w_cm)):9.3f}"
          f"   {fresnel(epsilon(w_cm, damping_ratio)):9.3f}")
print(f"damped maximum R = {R_scan[peak]:.3f} at {scan[peak]:.0f} cm^-1")
print(f"damped minimum R = {R_scan[dip]:.4f} at {scan[dip]:.0f} cm^-1")
print("Polaritons, all in cm^-1")
print("k/(2 pi)    lower     upper")
for k_cm in (0.0, 50.0, 100.0, 200.0, 400.0, 800.0, 1600.0):
    low, high = branches(k_cm)
    print(f"{k_cm:7.0f}  {low:8.1f}  {high:8.1f}")
print("Test lattice of polarizable ions (not a fit to NaCl)")
print(f"ion charge = {ion_charge:.1f} e, spring = {spring:.2f} hartree/bohr^2")
print(f"polarizabilities +,- = {polarizability[0]:.0f}, "
      f"{polarizability[1]:.0f} bohr^3")
print(f"w_T, w_L = {lat_wT * hartree_cm:.1f}, "
      f"{lat_wL * hartree_cm:.1f} cm^-1")
print(f"eps0, eps_inf = {lat_0:.4f}, {lat_inf:.4f} (no unit)")
print(f"Z from force, polarization = {Z_force:.4f}, {Z_polar:.4f} e")
print(f"(w_L/w_T)^2 = {lat_freq_ratio:.5f} (no unit)")
print(f"eps0/eps_inf = {lat_eps_ratio:.5f} (no unit)")
print("tests ok")
```

Printed output:

```
NaCl, rough two-figure inputs
w_T = 160 cm^-1
eps0 = 5.9, eps_inf = 2.3 (no unit)
lattice constant = 5.6 angstrom
masses Na, Cl = 22.99, 35.45 u
NaCl, derived
reduced mass = 25422 electron masses
volume per ion pair = 296.3 bohr^3
w_T = 7.2901e-04 hartree
Born effective charge Z = 1.07 e
eps0/eps_inf = 2.565 (no unit)
w_L/w_T = 1.602 (no unit)
w_L = 256.3 cm^-1
w_L range from input rounding = 245 to 268 cm^-1
band width w_L - w_T = 96.3 cm^-1
band edges = 39.0 to 62.5 micrometre
eps at 200 cm^-1, undamped = -4.10 (no unit)
field 1/e depth at 200 cm^-1 = 3.93 micrometre
undamped R = 0 at 310.6 cm^-1
Reflectance, chosen gamma/w_T = 0.05
w (cm^-1)   R undamped   R damped
    100       0.233       0.233
    140       0.379       0.377
    180       1.000       0.870
    200       1.000       0.872
    240       1.000       0.752
    280       0.021       0.021
    320       0.001       0.001
    400       0.014       0.014
damped maximum R = 0.875 at 190 cm^-1
damped minimum R = 0.0001 at 311 cm^-1
Polaritons, all in cm^-1
k/(2 pi)    lower     upper
      0       0.0     256.3
     50      20.5     257.6
    100      40.3     261.5
    200      75.9     278.0
    400     121.6     347.1
    800     148.8     567.3
   1600     157.1    1074.3
Test lattice of polarizable ions (not a fit to NaCl)
ion charge = 1.0 e, spring = 0.04 hartree/bohr^2
polarizabilities +,- = 1, 20 bohr^3
w_T, w_L = 194.1, 330.8 cm^-1
eps0, eps_inf = 6.5800, 2.2668 (no unit)
Z from force, polarization = 1.4223, 1.4223 e
(w_L/w_T)^2 = 2.90274 (no unit)
eps0/eps_inf = 2.90274 (no unit)
tests ok
```
